# Constant interface dopant concentration during parabolic oxidation of silicon: verification in Python

```python
"""
Result under test: silicon with uniform dopant concentration Cb, oxidized so
that the oxide thickness is X = sqrt(B t), keeps a constant concentration Cs on
the silicon side of the interface:
    Cs/Cb = 1 / (1 + (1/(m b) - 1) G),  G = sqrt(pi) lam exp(lam^2) erfc(lam),
    lam = (b/2) sqrt(B/D).
m: segregation coefficient C_Si/C_oxide; b: silicon thickness consumed per oxide
thickness; D: dopant diffusivity in silicon; dopant in the oxide is immobile.
An absorbing outer surface with oxide diffusivity D_ox multiplies 1/(m b) by
1 + exp(-mu^2)/(sqrt(pi) mu erf(mu)),  mu = sqrt(B/D_ox)/2.
Lengths are in micrometres and times in hours unless stated otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf, erfc, erfcx


def front_number(rate, diff, vol):
    return 0.5 * vol * np.sqrt(rate / diff)


def g_function(lam):
    return np.sqrt(np.pi) * lam * erfcx(lam)


def interface_ratio(rate, diff, seg, vol, diff_ox=0.0):
    """Cs/Cb; a nonzero diff_ox means an absorbing outer oxide surface."""
    uptake = 1.0 / (seg * vol)
    if diff_ox > 0:
        mu = 0.5 * np.sqrt(rate / diff_ox)
        uptake *= 1 + np.exp(-mu**2) / (np.sqrt(np.pi) * mu * erf(mu))
    return 1 / (1 + (uptake - 1) * g_function(front_number(rate, diff, vol)))


def simulate(rate, diff, seg, vol, linear=0.0, diff_ox=0.0, absorbing=False,
             stretch=1.02, steps=2400, t_start=1e-9, t_end=10.0):
    """Finite volumes for both phases, growth law X^2 + linear*X = rate*t.

    Silicon cells are fixed relative to the moving interface; oxide cells are
    fixed fractions of the oxide thickness. Time steps are uniform in log(t).
    Returns times, oxide thicknesses and Cs/Cb.
    """
    first = 0.1 * np.sqrt(diff * t_start)
    reach = 20 * np.sqrt(diff * t_end)
    n_si = int(np.log(1 + reach * (stretch - 1) / first) / np.log(stretch)) + 1
    dz = first * stretch ** np.arange(n_si)
    edge = np.cumsum(dz)
    center = edge - dz / 2
    gap = np.diff(center)
    weight_right = (edge[:-1] - center[:-1]) / gap
    n_ox = 200
    dxi = 1.0 / n_ox
    xi_face = dxi * np.arange(1, n_ox)
    n = n_ox + n_si
    now = np.ones(n)
    now[:n_ox] = 1 / seg
    before = now.copy()
    log_t = np.linspace(np.log(t_start), np.log(t_end), steps + 1)
    dlog = log_t[1] - log_t[0]
    times = np.exp(log_t[1:])
    thick = np.empty(steps)
    surface = np.empty(steps)
    a = np.empty(n - 1)   # face flux = a * left cell + b * right cell
    b = np.empty(n - 1)
    size = np.empty(n)
    size[n_ox:] = dz
    for k, t in enumerate(times):
        x_ox = 2 * rate * t / (linear + np.sqrt(linear**2 + 4 * rate * t))
        v_ox = rate / (linear + 2 * x_ox)
        v_si = vol * v_ox
        size[:n_ox] = x_ox * dxi
        g_ox = diff_ox / (x_ox * dxi)
        a[:n_ox - 1] = g_ox - 0.5 * xi_face * v_ox
        b[:n_ox - 1] = -g_ox - 0.5 * xi_face * v_ox
        a[n_ox:] = diff / gap - v_si * (1 - weight_right)
        b[n_ox:] = -diff / gap - v_si * weight_right
        # interface value from flux balance between the two adjoining cells
        g_s = 2 * diff / dz[0]
        g_o = 2 * g_ox
        total = g_s + v_ox / seg - v_si + g_o / seg
        from_si, from_ox = g_s / total, g_o / total
        a[n_ox - 1] = (g_s - v_si) * from_ox
        b[n_ox - 1] = -g_s + (g_s - v_si) * from_si
        diag = np.zeros(n)
        diag[1:] += b
        diag[:-1] -= a
        if absorbing:
            diag[0] -= 2 * g_ox
        diag /= size
        diag[:n_ox] -= v_ox / x_ox
        h = dlog * t
        lead = 1.0 if k == 0 else 1.5
        rhs = now.copy() if k == 0 else 2 * now - 0.5 * before
        rhs[-1] += h * v_si / size[-1]
        band = np.zeros((3, n))
        band[0, 1:] = h * b / size[:-1]
        band[1] = lead - h * diag
        band[2, :-1] = -h * a / size[1:]
        before, now = now, solve_banded((1, 1), band, rhs)
        thick[k] = x_ox
        surface[k] = from_si * now[n_ox] + from_ox * now[n_ox - 1]
    return times, thick, surface


# ---- rough typical inputs, silicon near 1100 C ----
lattice_nm, oxide_density, oxide_molar = 0.543, 2.20, 60.08
n_silicon = 8 / (lattice_nm * 1e-7) ** 3
n_oxide = oxide_density * const.N_A / oxide_molar
vol = n_oxide / n_silicon
temperature = 1373.0
doping = 1e16
B_wet, A_wet, B_dry = 0.50, 0.11, 0.027
D_si = 0.054
m_boron, m_phos = 0.3, 10.0
D_oxide = 3.6e-5

print(f"Temperature: {temperature:.0f} K; doping Cb: {doping:.1e} cm^-3")
print(f"Silicon atom density: {n_silicon:.3e} cm^-3")
print(f"Oxide formula-unit density: {n_oxide:.3e} cm^-3")
print(f"Volume ratio b: {vol:.4f}")
print(f"Wet parabolic constant B: {B_wet:.3f} um^2/h; A: {A_wet:.2f} um")
print(f"Dry parabolic constant B: {B_dry:.3f} um^2/h")
print(f"Dopant diffusivity D (B and P): {D_si:.3f} um^2/h")
print(f"Segregation m: boron {m_boron:.1f}, phosphorus {m_phos:.1f}")

# ---- interface value and its constancy against the real-time calculation ----
cases = [("boron wet", B_wet, m_boron), ("boron dry", B_dry, m_boron),
         ("phosphorus wet", B_wet, m_phos)]
for name, rate, seg in cases:
    lam = front_number(rate, D_si, vol)
    ratio = interface_ratio(rate, D_si, seg, vol)
    t, x, cs = simulate(rate, D_si, seg, vol)
    late = cs[t > 0.01]
    spread = np.ptp(late) / ratio
    assert np.max(np.abs(late / ratio - 1)) < 2e-3, name
    assert min(1, seg * vol) < ratio < max(1, seg * vol), name
    print(f"{name}: lambda {lam:.4f}, G {g_function(lam):.4f}, "
          f"m*b {seg * vol:.4f}")
    print(f"  Cs/Cb formula {ratio:.4f}, simulated at 10 h {cs[-1]:.4f}")
    print(f"  Cs {ratio * doping:.3e} cm^-3; "
          f"relative spread 0.01-10 h {spread:.1e}")

ratio_b = interface_ratio(B_wet, D_si, m_boron, vol)
fine = simulate(B_wet, D_si, m_boron, vol)[2][-1]
coarse = simulate(B_wet, D_si, m_boron, vol, stretch=1.04, steps=1200)[2][-1]
assert abs(coarse / fine - 1) < 5e-3
print(f"Shift of boron wet Cs/Cb on coarsening: {coarse - fine:.1e}")

# ---- range and monotonic rise of G from its integral representation ----
lams = np.array([0.05, 0.2, 0.7, 2.0, 8.0])
integrals = np.array([quad(lambda u: np.exp(-u - u * u / (4 * p * p)),
                           0, np.inf)[0] for p in lams])
assert np.allclose(integrals, g_function(lams), rtol=1e-6)
assert np.all(np.diff(integrals) > 0) and integrals[-1] < 1
print(f"G at lambda 0.05 and 8: {integrals[0]:.4f}, {integrals[-1]:.4f}")

# ---- dopant budget, with the silicon deficit found by quadrature ----
lam_b = front_number(B_wet, D_si, vol)
for hours in (1.0, 4.0):
    x_ox = np.sqrt(B_wet * hours)
    s = vol * x_ox
    width = 2 * np.sqrt(D_si * hours)
    deficit = quad(lambda p: (1 - ratio_b) * erfc(p / width) / erfc(lam_b),
                   s, s + 8 * width)[0]
    held = x_ox * ratio_b / m_boron
    assert abs(held - s - deficit) < 1e-7 * held
    unit = doping * 1e-4
    print(f"Boron wet {hours:.0f} h: oxide {x_ox:.3f} um, "
          f"consumed Si {s:.3f} um, 2sqrt(Dt) {width:.3f} um")
    print(f"  dose in oxide {held * unit:.3e} cm^-2")
    print(f"  from consumed Si {s * unit:.3e}, "
          f"from remaining Si {deficit * unit:.3e} cm^-2")

# ---- mobile dopant in the oxide: sealed and absorbing outer surface ----
t, x, sealed = simulate(B_wet, D_si, m_boron, vol, diff_ox=B_wet)
assert np.max(np.abs(sealed[t > 0.01] / ratio_b - 1)) < 2e-3
t, x, leaky = simulate(B_wet, D_si, m_boron, vol, diff_ox=B_wet,
                       absorbing=True)
ratio_leaky = interface_ratio(B_wet, D_si, m_boron, vol, B_wet)
assert np.max(np.abs(leaky[t > 0.01] / ratio_leaky - 1)) < 3e-3
assert ratio_leaky < 0.8 * ratio_b
print(f"Trial D_ox = B, sealed surface: simulated Cs/Cb {sealed[-1]:.4f}")
print(f"Trial D_ox = B, absorbing surface: formula {ratio_leaky:.4f}, "
      f"simulated {leaky[-1]:.4f}")
mu = 0.5 * np.sqrt(B_wet / D_oxide)
log_leak = -mu**2 / np.log(10) - np.log10(np.sqrt(np.pi) * mu * erf(mu))
print(f"Rough boron D_ox: {D_oxide:.1e} um^2/h, mu {mu:.1f}, "
      f"log10(correction) {log_leak:.0f}")
critical = brentq(lambda d: interface_ratio(B_wet, D_si, m_boron, vol, d)
                  / ratio_b - 0.99, 1e-3 * B_wet, 10 * B_wet)
print(f"D_ox that lowers Cs by 1 percent: {critical:.3f} um^2/h")

# ---- linear term of the growth law breaks constancy ----
t, x, drift = simulate(B_wet, D_si, m_boron, vol, linear=A_wet)
print("Boron wet with linear growth term:")
for depth in (0.02, 0.1, 0.5, 1.0):
    value = np.interp(depth, x, drift)
    print(f"  oxide {depth:.2f} um: Cs/Cb {value:.4f}, "
          f"change {100 * (value / ratio_b - 1):+.1f} percent")
print(f"  oxide {x[-1]:.2f} um (10 h): Cs/Cb {drift[-1]:.4f}")
assert np.interp(0.02, x, drift) > 1.10 * ratio_b
assert abs(drift[-1] / ratio_b - 1) < 0.03

# ---- other neglected effects ----
enhanced = interface_ratio(B_wet, 2 * D_si, m_boron, vol)
print(f"Boron wet Cs/Cb with D doubled: {enhanced:.4f}, "
      f"change {100 * (enhanced / ratio_b - 1):+.0f} percent")
gap_ev, mass = 0.7, 1.1
kT = const.k * temperature
states = 2 * (mass * const.m_e * kT / (2 * np.pi * const.hbar**2)) ** 1.5
n_i = states * np.exp(-gap_ev * const.e / (2 * kT)) * 1e-6
field = doping / np.sqrt(doping**2 + 4 * n_i**2)
print(f"Rough hot gap {gap_ev:.1f} eV, density-of-states mass {mass:.1f} m_e")
print(f"Intrinsic carrier density: {n_i:.1e} cm^-3")
print(f"Relative field enhancement of D: {field:.1e}")

print("success")
```

Printed output:

```
Temperature: 1373 K; doping Cb: 1.0e+16 cm^-3
Silicon atom density: 4.997e+22 cm^-3
Oxide formula-unit density: 2.205e+22 cm^-3
Volume ratio b: 0.4413
Wet parabolic constant B: 0.500 um^2/h; A: 0.11 um
Dry parabolic constant B: 0.027 um^2/h
Dopant diffusivity D (B and P): 0.054 um^2/h
Segregation m: boron 0.3, phosphorus 10.0
boron wet: lambda 0.6714, G 0.6395, m*b 0.1324
  Cs/Cb formula 0.1927, simulated at 10 h 0.1927
  Cs 1.927e+15 cm^-3; relative spread 0.01-10 h 3.2e-10
boron dry: lambda 0.1560, G 0.2339, m*b 0.1324
  Cs/Cb formula 0.3948, simulated at 10 h 0.3948
  Cs 3.948e+15 cm^-3; relative spread 0.01-10 h 2.9e-07
phosphorus wet: lambda 0.6714, G 0.6395, m*b 4.4132
  Cs/Cb formula 1.9786, simulated at 10 h 1.9786
  Cs 1.979e+16 cm^-3; relative spread 0.01-10 h 1.1e-05
Shift of boron wet Cs/Cb on coarsening: -1.1e-05
G at lambda 0.05 and 8: 0.0838, 0.9924
Boron wet 1 h: oxide 0.707 um, consumed Si 0.312 um, 2sqrt(Dt) 0.465 um
  dose in oxide 4.541e+11 cm^-2
  from consumed Si 3.121e+11, from remaining Si 1.420e+11 cm^-2
Boron wet 4 h: oxide 1.414 um, consumed Si 0.624 um, 2sqrt(Dt) 0.930 um
  dose in oxide 9.082e+11 cm^-2
  from consumed Si 6.241e+11, from remaining Si 2.841e+11 cm^-2
Trial D_ox = B, sealed surface: simulated Cs/Cb 0.1927
Trial D_ox = B, absorbing surface: formula 0.0749, simulated 0.0749
Rough boron D_ox: 3.6e-05 um^2/h, mu 58.9, log10(correction) -1510
D_ox that lowers Cs by 1 percent: 0.037 um^2/h
Boron wet with linear growth term:
  oxide 0.02 um: Cs/Cb 0.2287, change +18.7 percent
  oxide 0.10 um: Cs/Cb 0.1959, change +1.7 percent
  oxide 0.50 um: Cs/Cb 0.1927, change +0.0 percent
  oxide 1.00 um: Cs/Cb 0.1927, change +0.0 percent
  oxide 2.18 um (10 h): Cs/Cb 0.1927
Boron wet Cs/Cb with D doubled: 0.2238, change +16 percent
Rough hot gap 0.7 eV, density-of-states mass 1.1 m_e
Intrinsic carrier density: 1.5e+19 cm^-3
Relative field enhancement of D: 3.4e-04
success
```
